# Wagner's Internal-Oxidation Depth for Immobile Solute and a Highly Stable Oxide

## A front that lags behind its own oxygen

A model alloy is held at 1200 K for \(10^5\) s. Oxygen diffuses in it with \(D_O=1.907\times10^7\) Å\(^2\)/s, so the diffusion length is \(\sqrt{D_Ot}=1.38\times10^6\) Å. Yet the oxidized zone is only \(1.59\times10^5\) Å deep, about one ninth of that length. What holds the front back, and what sets the factor?

The alloy consists of a host A and a dilute solute B, and fills \(x>0\). All compositions are numbers of atoms per host atom:

- \(N_B\) is the initial solute content, here 0.02.
- \(N_O(x,t)\) is the dissolved oxygen, initially zero.
- \(N_s\) is its fixed value at the surface from \(t=0\) on, here \(2\times10^{-4}\).
- \(\nu\) is the number of oxygen atoms per solute atom in the oxide BO\(_\nu\), here 3/2.

The host density \(n\) is constant, so an oxygen flux is \(-nD_O\,\partial N_O/\partial x\), and \(n\) cancels from every balance below. \(D_O\) is taken as constant: precipitates neither block oxygen nor offer it fast paths. There is no volume change, no nucleation barrier and no outer scale. The algebra is in atomic units, with temperature expressed as an energy \(\tau\); numbers are in eV, Å and seconds. The values are round model parameters and describe no particular alloy.

## Case 1: a linear oxygen profile

Let B be immobile and let the oxide be so stable that free oxygen and free solute cannot coexist. Then there is a front at \(x=\xi(t)\). Behind it all solute is oxidized; ahead of it there is no oxygen. Oxygen must cross the whole oxidized zone to reach fresh solute.

Suppose first that the oxygen profile is steady at each instant. Then \(\partial^2N_O/\partial x^2=0\), and the profile is a straight line from \(N_s\) at the surface to zero at the front. The flux per unit host density is \(D_ON_s/\xi\). To advance by \(d\xi\), the front needs \(\nu N_B\,d\xi\) of oxygen. Hence

\[
\nu N_B\frac{d\xi}{dt}=\frac{D_ON_s}{\xi}.
\]

Multiplying by \(\xi/(\nu N_B)\) and integrating from \(\xi(0)=0\) gives \(\xi^2/2=rD_Ot\), or

\[
\boxed{\;\xi^2=\frac{2N_sD_O}{\nu N_B}\,t=2rD_Ot,\qquad r=\frac{N_s}{\nu N_B}\;}
\]

This is Wagner's law for internal oxidation. The ratio \(r\) compares the oxygen available at the surface with the oxygen that the solute demands. Here

\[
r=\frac{2\times10^{-4}}{1.5\times0.02}=0.00667,
\]

\[
\xi=\sqrt{2(1/150)(1.9068\times10^7)(10^5)}\ \text{Å}=1.594\times10^5\ \text{Å}=15.9\ \mu\text{m}.
\]

The lag is explained: each layer of alloy consumes 150 times the oxygen content that the surface can maintain in solution.

The steady profile needs a check. Oxygen relaxes across the zone in a time of order \(\xi^2/D_O=2rt\). This is short compared with \(t\) if \(r\ll1\). The law is therefore a small-\(r\) result, and the next case removes that restriction.

## Case 2: the full diffusion problem

### A quantity that reaction leaves unchanged

Let \(N_f\) be the free, unoxidized solute and \(R\) the local rate of oxide formation per host atom. For the moment B may diffuse, with diffusivity \(D_B\):

\[
\frac{\partial N_O}{\partial t}=D_O\frac{\partial^2N_O}{\partial x^2}-\nu R,
\qquad
\frac{\partial N_f}{\partial t}=D_B\frac{\partial^2N_f}{\partial x^2}-R .
\]

Subtracting \(\nu\) times the second equation from the first eliminates \(R\). With \(v=N_O-\nu N_f\),

\[
\frac{\partial v}{\partial t}=\frac{\partial^2\Phi}{\partial x^2},
\qquad \Phi=D_ON_O-\nu D_BN_f .
\]

Since free oxygen and free solute do not coexist, positive \(v\) is oxygen and negative \(v\) is solute. Thus \(\Phi=D_Ov\) for \(v>0\) and \(\Phi=D_Bv\) for \(v<0\).

\(\Phi\) must be continuous, because a jump would mean an infinite flux. It is non-negative behind the front and non-positive ahead, so it vanishes there. In particular \(N_O(\xi)=0\).

Write \(J=-\partial\Phi/\partial x\) and let the front move at speed \(V=d\xi/dt\). Conservation in a thin slice moving with the front requires

\[
V(v_+-v_-)=J_+-J_- ,
\]

where plus means just ahead and minus just behind.

### Immobile solute

For \(D_B=0\), the values at the front are \(v_+=-\nu N_B\), \(J_+=0\), \(v_-=0\) and \(J_-=-D_O\,\partial N_O/\partial x\). The jump condition becomes

\[
\nu N_B\frac{d\xi}{dt}=-D_O\left.\frac{\partial N_O}{\partial x}\right|_{\xi^-}.
\]

The problem contains no fixed length, so we try a profile that depends on \(\eta=x/(2\sqrt{D_Ot})\) alone, with the front at constant \(\eta=\gamma\):

\[
\xi=2\gamma\sqrt{D_Ot}.
\]

For \(N_O=f(\eta)\), the derivatives are \(\partial N_O/\partial t=-\eta f'/(2t)\) and \(\partial^2N_O/\partial x^2=f''/(4D_Ot)\). The diffusion equation behind the front becomes \(f''=-2\eta f'\). Therefore \(f'\propto e^{-\eta^2}\), and \(f\) is a constant plus a multiple of \(\operatorname{erf}\eta\). The conditions \(f(0)=N_s\) and \(f(\gamma)=0\) fix both:

\[
N_O=N_s\left[1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\gamma}\right].
\]

The derivative of \(\operatorname{erf}\eta\) is \(2e^{-\eta^2}/\sqrt\pi\), and \(\partial\eta/\partial x=1/(2\sqrt{D_Ot})\). So

\[
-D_O\left.\frac{\partial N_O}{\partial x}\right|_{\xi^-}
=\frac{D_ON_s\,e^{-\gamma^2}}{\sqrt{\pi D_Ot}\,\operatorname{erf}\gamma}.
\]

The front speed is \(\gamma\sqrt{D_O/t}\). Equating \(\nu N_B\gamma\sqrt{D_O/t}\) to this flux, the factors \(\sqrt{D_O/t}\) cancel:

\[
\boxed{\;\sqrt\pi\,\gamma\,e^{\gamma^2}\operatorname{erf}\gamma=r\;}
\]

The left side rises steadily from zero to infinity for \(\gamma>0\), so each \(r>0\) has one root. Growth proportional to \(\sqrt t\) survives without the assumption of a linear profile.

### Limit of small r

Use \(\operatorname{erf}\gamma=(2/\sqrt\pi)(\gamma-\gamma^3/3+\dots)\) and \(e^{\gamma^2}=1+\gamma^2+\dots\). Their product is \((2/\sqrt\pi)(\gamma+2\gamma^3/3+\dots)\), so

\[
r=2\gamma^2+\tfrac43\gamma^4+\dots
\]

With \(y=2\gamma^2\) this reads \(r=y+y^2/3+\dots\), which inverts to \(y=r-r^2/3+\dots\). Since \(\xi^2=4\gamma^2D_Ot=2yD_Ot\),

\[
\xi^2=2rD_Ot\left(1-\frac r3+O(r^2)\right).
\]

The first case is recovered. The depth itself is smaller by the fraction \(r/6\), which is 0.11% here. The root \(\gamma=0.05767\) gives \(1.593\times10^5\) Å, and the simple law is indeed 0.11% too deep relative to it.

### Where the correction comes from

The simple law omitted the term \(\partial N_O/\partial t\), the oxygen that must be stored in solution as the zone grows. The amount stored, relative to that bound in oxide, is

\[
\frac{\int_0^\xi N_O\,dx}{\nu N_B\xi}
=\frac r\gamma\int_0^\gamma\left(1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\gamma}\right)d\eta .
\]

Integration by parts gives \(\int_0^\gamma\operatorname{erf}\eta\,d\eta=\gamma\operatorname{erf}\gamma+(e^{-\gamma^2}-1)/\sqrt\pi\). The terms in \(\gamma\) cancel. Since \(r/(\sqrt\pi\gamma\operatorname{erf}\gamma)=e^{\gamma^2}\) by the front equation, what remains is

\[
\frac{r(1-e^{-\gamma^2})}{\sqrt\pi\,\gamma\operatorname{erf}\gamma}=e^{\gamma^2}-1\simeq\frac r2 .
\]

In the example it is 0.0033. The profile gradient varies as \(e^{-\eta^2}\), so the flux entering the surface exceeds that reaching the front by the factor \(e^{\gamma^2}\). The difference fills the solution.

### Limit of large r

If \(r\gg1\), then \(\operatorname{erf}\gamma\to1\) and the front equation becomes \(\gamma^2\simeq\ln[r/(\sqrt\pi\gamma)]\). The square of the depth now grows only logarithmically with the surface oxygen, and the depth itself more slowly still. The solute is a weak sink, and the front marks the thin leading edge of oxygen diffusing on its own.

### Test without a front law

The equation for \(v\) was solved on a grid, with neither the similarity form nor the speed of the front imposed. At \(r=1\) the simulated front lies at 156.87 cells. The full equation gives 156.86 and the small-\(r\) law 178.88, which is 14% too deep relative to the full result. At \(r=0.2\) the three values are 77.52, 77.52 and 80.00. The tests also cover the doubling of depth in fourfold time, the oxygen at half depth and the stored oxygen.

## Case 3: how immobile must the solute be?

Now let \(D_B>0\). Solute ahead of the front diffuses towards it and is consumed there. As shown above, \(\Phi\) vanishes at the front, so now \(N_f(\xi)=0\) as well. Far ahead \(N_f=N_B\). The same similarity argument, with \(D_B\) in place of \(D_O\), gives

\[
N_f=N_B\left[1-\frac{\operatorname{erfc}\!\big(x/2\sqrt{D_Bt}\big)}{\operatorname{erfc}z}\right],
\qquad z=\gamma\sqrt{\frac{D_O}{D_B}} .
\]

With \(\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z\), the solute supply to the front is

\[
D_B\left.\frac{\partial N_f}{\partial x}\right|_{\xi^+}
=\frac{D_BN_B}{\sqrt{\pi D_Bt}\,\operatorname{erfcx}z}.
\]

Since \(v\) is zero on both sides, the jump condition reduces to \(J_-=J_+\): oxygen arrives from behind at \(\nu\) times the rate at which solute arrives from ahead. Multiplying this equality by \(\sqrt{\pi t}/(\nu N_B\sqrt{D_O})\) gives

\[
\frac{r\,e^{-\gamma^2}}{\operatorname{erf}\gamma}
=\sqrt{\frac{D_B}{D_O}}\,\frac1{\operatorname{erfcx}z}.
\]

The solute deposited per host atom swept is the supply divided by \(V=\gamma\sqrt{D_O/t}\). Relative to \(N_B\) this is the enrichment

\[
\alpha=\frac1{\sqrt\pi\,z\operatorname{erfcx}z}.
\]

Inserting \(1/\operatorname{erfcx}z=\sqrt\pi z\alpha\) in the front equation, and using \(z\sqrt{D_B/D_O}=\gamma\), we get

\[
\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erf}\gamma=\frac r\alpha .
\]

Solute motion therefore acts as if the alloy contained \(\alpha N_B\) instead of \(N_B\).

### Limit of slow solute

For large \(z\), integration by parts gives

\[
\int_z^\infty e^{-s^2}ds=\frac{e^{-z^2}}{2z}-\int_z^\infty\frac{e^{-s^2}}{2s^2}ds
=\frac{e^{-z^2}}{2z}\left(1-\frac1{2z^2}+\dots\right).
\]

Multiplying by \(2e^{z^2}/\sqrt\pi\) gives \(\operatorname{erfcx}z\), hence \(\alpha=1+1/(2z^2)+\dots\). For small \(r\), the front equation becomes

\[
r\simeq2\gamma^2\left(1+\frac1{2z^2}\right)=2\gamma^2+\frac{D_B}{D_O},
\qquad
\xi^2\simeq2(rD_O-D_B)t .
\]

"Immobile" means \(z\gg1\), that is \(D_B/D_O\ll\gamma^2\). For small \(r\) this reads \(D_B/D_O\ll r\). It isn't enough that \(D_B\ll D_O\), because the front is itself much slower than free oxygen diffusion.

The example uses Arrhenius diffusivities at \(\tau=0.10341\) eV:

\[
D_O=10^{14}e^{-1.6/0.10341}\ \text{Å}^2/\text{s},\qquad
D_B=10^{16}e^{-3.2/0.10341}\ \text{Å}^2/\text{s}=364\ \text{Å}^2/\text{s}.
\]

So \(D_B/D_O=1.91\times10^{-5}\), and dividing by \(r\) gives 0.0029. The predicted loss of depth is half of this, 0.14%, in agreement with the full mobile-solute equation. The enrichment is 1.003.

### Limit of fast solute

If \(z\ll1\), then \(\operatorname{erfcx}z\to1\). With small \(\gamma\) as well, \(\operatorname{erf}\gamma\simeq2\gamma/\sqrt\pi\), and the front equation gives

\[
\gamma\simeq\frac{\sqrt\pi}2\,r\sqrt{\frac{D_O}{D_B}},\qquad
\xi\simeq\sqrt\pi\,rD_O\sqrt{\frac t{D_B}} .
\]

The depth is now proportional to \(N_s/N_B\), not to its square root, and \(\alpha\simeq1/(\sqrt\pi z)\) is large. So much oxide may then collect that it obstructs oxygen or joins into a layer. The model has no such obstruction, so it can't predict the change to an external scale.

The grid solution tests an intermediate case, \(r=0.2\) and \(D_B/D_O=0.1\). The simulated depth is 65.44 cells against 65.46 from the formula, and the enrichment is 1.428 in both. With immobile solute the depth was 77.52 cells.

## Case 4: how stable must the oxide be?

Return to immobile B, but allow the oxide a finite solubility. Where oxide is present, local equilibrium in an ideal dilute solution requires

\[
N_fN_O^\nu=K=e^{-g/\tau}.
\]

Here \(g\) is the free energy needed to return one BO\(_\nu\) unit to solution, with atom ratio one as the ideal reference state. Precipitation starts when \(N_f=N_B\) satisfies this condition, at the oxygen level

\[
N_*=\left(\frac K{N_B}\right)^{1/\nu}.
\]

At higher oxygen levels, \(N_f=N_B(N_*/N_O)^\nu\). The reaction is now spread over a zone, whose width we estimate.

Let \(s\) be the distance behind the outermost precipitate. If the zone is thin, its shape is nearly steady in a frame moving at speed \(V\). The oxygen flux at \(s\) must supply the binding between there and the outer edge, plus a small flux \(j\) that escapes into the alloy ahead. Neglecting dissolved oxygen against \(\nu N_B\) inside the zone,

\[
D_O\frac{dN_O}{ds}=\nu N_BV\left[1-\left(\frac{N_*}{N_O}\right)^\nu\right]+j .
\]

To leading order \(\nu N_BV=D_ON_s/\xi\), from Case 1. Setting \(u=N_O/N_*\) and \(\epsilon=N_*/N_s\),

\[
\frac{du}{ds}=\frac1{\epsilon\xi}\left[1-u^{-\nu}+\delta\right],\qquad
\delta=\frac j{\nu N_BV}.
\]

The natural width is \(\epsilon\xi\). Near the edge, however, \(1-u^{-\nu}\simeq\nu(u-1)\) is small, so \(u\) leaves the value 1 slowly. Integrating this linearized form up to \(u-1\) of order one gives

\[
\frac{\text{width}}\xi\simeq\frac\epsilon\nu\ln\frac\nu\delta .
\]

Ahead of the edge the oxygen is \(N_*\operatorname{erfc}\eta/\operatorname{erfc}\gamma\). For small \(\gamma\) its flux there is \(j\simeq D_ON_*/\sqrt{\pi D_Ot}\). Dividing by \(\nu N_BV=\nu N_B\gamma\sqrt{D_O/t}\) and using \(r\simeq2\gamma^2\) gives \(\delta\simeq2\gamma\epsilon/\sqrt\pi\).

The width estimate omits a constant of order one beside the logarithm. For \(\nu=3/2\) it also estimates how far the outer edge lies beyond the sharp front. For \(\nu\) close to 1 or below, the free solute left behind the edge falls off too slowly with rising oxygen, and the displacement is larger. For \(\nu=3/2\), \(\epsilon=10^{-3}\) and \(\gamma=0.0577\) the estimate is

\[
\frac{10^{-3}}{1.5}\ln(2.3\times10^4)=0.0067 .
\]

A numerical similarity solution with the solubility product included puts the outer edge 0.0074 beyond the sharp front, relative to the front depth. The equivalent depth, meaning the thickness of fully oxidized alloy that would hold the same amount of precipitated solute, differs from the sharp value by only 0.0006. The edge spreads while the amount of oxide hardly changes. At \(\epsilon=0.1\), by contrast, the edge is 30% ahead and the equivalent depth 9% short: "front" is then a poor description.

For the example, \(g=4\) eV gives \(K=1.59\times10^{-17}\), and

\[
N_*=\left(\frac{1.59\times10^{-17}}{0.02}\right)^{2/3}=8.6\times10^{-11},
\qquad \epsilon=4.3\times10^{-7}.
\]

With \(D_B=0\), the outer edge lies about \(5\times10^{-6}\) of the depth beyond the sharp front, or less than 1 Å. A continuum model has no meaning on that scale. The number shows only that finite solubility by itself does not blur the front when the solute is strictly immobile.

On so fine a scale the solute of the example is not immobile. The front moves at \(V=\xi/(2t)=0.80\) Å/s, and solute is depleted ahead of it over a length of order \(D_B/V\), about 460 Å. The estimate for immobile solute therefore does not locate the outermost traces of oxide in the example. Nucleation and the spacing of particles, both left out, could also affect the sharpness.

## What a measured depth can tell

The simple law holds when

\[
\frac{D_B}{D_O}\ll\frac{N_s}{\nu N_B}\ll1,\qquad N_*\ll N_s .
\]

If the front stays sharp, the full equation for \(\gamma\) removes the requirement \(r\ll1\), provided the first inequality is replaced by \(D_B/D_O\ll\gamma^2\). At large \(r\) this is much stricter than \(D_B/D_O\ll r\), since \(\gamma^2\) grows only as \(\ln r\). The mobile-solute equation removes the condition on \(D_B\), as long as the oxide does not obstruct oxygen. Outside the simple law, however, \(N_*\ll N_s\) alone does not guarantee a sharp front. At large \(r\) the front lies where oxygen is scarce, so \(N_*\) must also be small compared with \(\nu N_B\). With fast solute, the free solute left beside the oxide must carry little flux compared with the oxygen. Near the surface this requires \(\nu D_BN_B(N_*/N_s)^\nu\ll D_ON_s\). The margin must be wide, because closer to the front there is less oxygen and more free solute.

Within the simple law, doubling \(N_B\) reduces the depth by \(\sqrt2\), and doubling \(N_s\) raises it by the same factor. The depth depends on the product \(N_sD_O\), so for known \(\nu N_B\) a measured \(\xi^2/t\) yields that product but not its factors. In a real alloy, where precipitates may block oxygen or offer it fast paths along their interfaces, the value so obtained is an effective one. The binding energy \(g\) is absent: once the oxide is stable enough to make the front sharp, further stability does not speed it up, because the rate is set by oxygen transport.

The numerical output below lists the depths and the tests.

## Computed results

```
temperature = 1200 K, thermal energy = 0.10341 eV
oxygen: prefactor = 1.0e+14 A^2/s, barrier = 1.6 eV
solute: prefactor = 1.0e+16 A^2/s, barrier = 3.2 eV
nu = 1.5, N_B = 0.020, N_s = 2.0e-04 (per host atom)
oxide binding free energy g = 4.0 eV, time = 1.0e+05 s
D_O = 1.9068e+07 A^2/s, D_B = 3.6357e+02 A^2/s
D_B/D_O = 1.907e-05, r = 0.006667
gamma, full equation = 0.057671; sqrt(r/2) = 0.057735
depth, Wagner small-r law = 1.59447e+05 A = 15.945 micrometre
depth, full immobile-solute equation = 1.59271e+05 A
depth, mobile-solute equation = 1.59044e+05 A
small-r law too deep by 0.111 %
solute motion reduces depth by 0.142 %
oxide enrichment alpha = 1.00286
dissolved/bound oxygen = 0.00333
K = 1.588e-17, N_star = 8.573e-11, N_star/N_s = 4.287e-07
finite-volume tests (depth in cells):
r = 0.2: simulated 77.52, full 77.52, small-r law 80.00
  depth ratio for fourfold time = 1.9998
  dissolved/bound: simulated 0.0985, formula 0.0984
  N_O/N_s at half depth: simulated 0.4883, formula 0.4883
r = 1.0: simulated 156.87, full 156.86, small-r law 178.88
  depth ratio for fourfold time = 2.0004
  dissolved/bound: simulated 0.4688, formula 0.4688
  N_O/N_s at half depth: simulated 0.4528, formula 0.4528
r = 0.2, D_B/D_O = 0.1: simulated 65.44, formula 65.46
  enrichment: simulated 1.4284, formula 1.4279
coefficient of -r in depth^2 = 0.33318
coefficient of -D_B/(r*D_O) in depth^2 = 0.9943
finite oxide stability, depths relative to the sharp front:
  N_star/N_s = 1.00e-01: outer edge 1.301689, equivalent depth 0.906714
  N_star/N_s = 1.00e-02: outer edge 1.055056, equivalent depth 0.992914
  N_star/N_s = 1.00e-03: outer edge 1.007418, equivalent depth 0.999405
  N_star/N_s = 4.29e-07: outer edge 1.000005, equivalent depth 1.000000
```
